# Why an effective valence Hamiltonian has three-body terms at second order: a program that tests the result

```python
"""
Result under test: eliminating core and virtual orbitals at second order,
    H2 = P H Q (E0 - H0)^-1 Q H P,
gives operators of rank at most 4 - L, where L = core holes + virtual electrons
in the intermediate state.  Three-body valence operators therefore arise from
L = 1 only, and have an explicit formula; four-body operators are absent.
P: core full, virtuals empty, any valence occupation.  H0: orbital energies,
with one common energy for the valence shell.  Rank is defined by normal
ordering with respect to the filled core.
Example: carbon atom, cc-pVDZ, core 1s, valence 2s2p.
Direct side: sums over all determinants using a general CI routine.
Formula side: antisymmetrized integrals <pq||rs> and orbital energies.
Internal energies are in hartree; printed energies are in eV.
"""
from itertools import combinations, permutations
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, ao2mo, fci

EV = physical_constants["Hartree energy in eV"][0]
NV = 8  # valence spin orbitals: 2s,2p,2p,2p spin up, then the same spin down
CLASSES = [(0, 0), (0, 1), (1, 0), (0, 2), (1, 1),
           (2, 0), (1, 2), (2, 1), (2, 2)]  # (core holes, virtual electrons)

# Spherically averaged Hartree-Fock orbitals
mol = gto.M(atom="C 0 0 0", basis="cc-pvdz", spin=0, verbose=0)
norb = mol.nao_nr()
occupation = np.zeros(norb)
occupation[:2] = 2.0
occupation[2:5] = 2.0 / 3.0
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.get_occ = lambda mo_energy=None, mo_coeff=None: occupation
mf.kernel()
assert mf.converged
assert np.ptp(mf.mo_energy[2:5]) < 1e-6
orbitals = mf.mo_coeff
h1 = orbitals.T @ mf.get_hcore() @ orbitals
eri = ao2mo.restore(1, ao2mo.kernel(mol, orbitals), norb)
eps = mf.mo_energy.copy()
eps_valence = eps[1:5].mean()
eps[1:5] = eps_valence


def parity(sequence):
    inversions = sum(sequence[i] > sequence[j]
                     for i in range(len(sequence))
                     for j in range(i + 1, len(sequence)))
    return -1 if inversions % 2 else 1


def determinants(n):
    return list(combinations(range(NV), n))


def string_data(nelec):
    strings = np.asarray(fci.cistring.make_strings(range(norb), nelec))
    bits = (strings[:, None] >> np.arange(norb)) & 1
    return bits, 1 - bits[:, 0], bits[:, 5:].sum(axis=1), bits @ eps


def direct_block(n_up, n_down):
    """First- and second-order matrices by explicit determinant sums."""
    nelec = (n_up + 1, n_down + 1)
    bits_a, holes_a, virt_a, energy_a = string_data(nelec[0])
    bits_b, holes_b, virt_b, energy_b = string_data(nelec[1])
    holes = (holes_a[:, None] + holes_b).ravel()
    virtuals = (virt_a[:, None] + virt_b).ravel()
    energy = (energy_a[:, None] + energy_b).ravel()
    model = np.flatnonzero((holes == 0) & (virtuals == 0))
    h2e = fci.direct_spin1.absorb_h1e(h1, eri, norb, nelec, 0.5)
    labels, rows = [], []
    for address in model:
        ia, ib = divmod(int(address), len(bits_b))
        up = [int(i) for i in np.flatnonzero(bits_a[ia, 1:5])]
        down = [int(i) + 4 for i in np.flatnonzero(bits_b[ib, 1:5])]
        labels.append(tuple(up + down))
        vector = np.zeros((len(bits_a), len(bits_b)))
        vector[ia, ib] = 1.0
        image = fci.direct_spin1.contract_2e(h2e, vector, norb, nelec)
        rows.append(np.asarray(image).ravel())
    rows = np.array(rows)
    result = np.zeros((len(CLASSES), len(model), len(model)))
    result[0] = rows[:, model]
    for number, (h, p) in enumerate(CLASSES[1:], start=1):
        chosen = np.flatnonzero((holes == h) & (virtuals == p))
        if len(chosen):
            part = rows[:, chosen]
            gap = energy[model[0]] - energy[chosen]
            result[number] = (part / gap) @ part.T
    return labels, result


def direct_sector(n, spin_blocks):
    index = {d: i for i, d in enumerate(determinants(n))}
    result = np.zeros((len(CLASSES), len(index), len(index)))
    covered = []
    for n_up, n_down in spin_blocks:
        labels, block = direct_block(n_up, n_down)
        place = [index[d] for d in labels]
        result[np.ix_(range(len(CLASSES)), place, place)] = block
        covered += place
    return result, covered


def lift(matrix, rank, n):
    """Represent an operator of given rank among n valence electrons."""
    small = {d: i for i, d in enumerate(determinants(rank))}
    large = {d: i for i, d in enumerate(determinants(n))}
    result = np.zeros((len(matrix), len(large), len(large)))
    for ket, column in large.items():
        for removed in combinations(ket, rank):
            rest = tuple(x for x in ket if x not in removed)
            free = [x for x in range(NV) if x not in rest]
            for added in combinations(free, rank):
                row = large[tuple(sorted(added + rest))]
                sign = parity(added + rest) * parity(removed + rest)
                result[:, row, column] += (
                    sign * matrix[:, small[added], small[removed]])
    return result


# Operators of rank zero, one and two extracted from the direct sums
operators = {}
for n in range(3):
    total, _ = direct_sector(n, [(a, n - a) for a in range(n + 1)])
    operators[n] = total - sum((lift(operators[m], m, n) for m in range(n)),
                               np.zeros_like(total))

# Explicit three-body formula from antisymmetrized integrals
spatial = np.tile(np.arange(norb), 2)
spin = np.repeat([0, 1], norb)
same = (spin[:, None] == spin).astype(float)
physicist = eri.transpose(0, 2, 1, 3)
coulomb = physicist[np.ix_(spatial, spatial, spatial, spatial)]
coulomb = coulomb * same[:, None, :, None] * same[None, :, None, :]
integrals = coulomb - coulomb.transpose(0, 1, 3, 2)
core = np.flatnonzero(spatial == 0)
valence = np.flatnonzero((spatial >= 1) & (spatial <= 4))
virtual = np.flatnonzero(spatial >= 5)
virtual_vertex = integrals[np.ix_(virtual, valence, valence, valence)]
core_vertex = integrals[np.ix_(core, valence, valence, valence)]
virtual_gap = eps_valence - eps[spatial[virtual]]
core_gap = eps[spatial[core]] - eps_valence
assert virtual_gap.max() < 0 and core_gap.max() < 0

raw_virtual = -0.25 * np.einsum(
    "enlm,ekij->lmkijn", virtual_vertex / virtual_gap[:, None, None, None],
    virtual_vertex, optimize=True)
raw_core = 0.25 * np.einsum(
    "cabd,cmkl->aklmbd", core_vertex / core_gap[:, None, None, None],
    core_vertex, optimize=True)


def triple_matrix(raw):
    upper = sum(parity(p) * raw.transpose(p + (3, 4, 5))
                for p in permutations(range(3)))
    full = sum(parity(p) * upper.transpose((0, 1, 2) + tuple(3 + i for i in p))
               for p in permutations(range(3)))
    a, b, c = np.array(determinants(3)).T
    return full[a[:, None], b[:, None], c[:, None], a, b, c]


three_virtual = triple_matrix(raw_virtual)
three_core = triple_matrix(raw_core)
three_total = three_virtual + three_core
operators[3] = np.zeros((len(CLASSES), len(three_total), len(three_total)))
operators[3][CLASSES.index((0, 1))] = three_virtual
operators[3][CLASSES.index((1, 0))] = three_core

# Rank rule for the lower ranks
rank_error = 0.0
for number, (h, p) in enumerate(CLASSES[1:], start=1):
    for rank in (1, 2):
        if rank > 4 - h - p:
            rank_error = max(rank_error,
                             np.abs(operators[rank][number]).max())
assert rank_error < 1e-8

# Three- and four-electron determinant sums against ranks up to three
lifted, errors, omission = {}, {}, {}
for n, blocks in ((3, [(3, 0), (2, 1)]), (4, [(3, 1)])):
    direct, covered = direct_sector(n, blocks)
    lifted[n] = [lift(operators[rank], rank, n) for rank in range(4)]
    pick = np.ix_(range(len(CLASSES)), covered, covered)
    errors[n] = np.abs((direct - sum(lifted[n]))[pick]).max()
    omission[n] = np.abs((direct - sum(lifted[n][:3]))[pick]).max()
    assert errors[n] < 1e-8
    assert omission[n] > 1e-4

# Diagonal mechanism: spectator interference and Pauli blocking
mechanism = {}
for number, triple in enumerate(determinants(3)):
    interference = blocking = 0.0
    for i in triple:
        j, l = [x for x in triple if x != i]
        interference += np.sum(2 * virtual_vertex[:, j, i, j]
                               * virtual_vertex[:, l, i, l] / virtual_gap)
        blocking -= np.sum(virtual_vertex[:, i, j, l] ** 2 / virtual_gap)
    mechanism[triple] = interference, blocking
    assert abs(interference + blocking
               - three_virtual[number, number]) < 1e-9


def state_energy(matrix, n, n_up, reference):
    """Energy of the eigenstate with largest weight on the reference."""
    all_dets = determinants(n)
    place = [i for i, d in enumerate(all_dets)
             if sum(x < 4 for x in d) == n_up]
    values, vectors = np.linalg.eigh(matrix[np.ix_(place, place)])
    main = [i for i, p in enumerate(place)
            if set(reference) <= set(all_dets[p])]
    return values[np.argmax((vectors[main] ** 2).sum(axis=0))]


def energy_differences(matrix3, matrix4):
    triplet = state_energy(matrix4, 4, 3, (0, 4))
    quintet = state_energy(matrix4, 4, 4, (0,))
    cation = state_energy(matrix3, 3, 2, (0, 4))
    return quintet - triplet, cation - triplet


models = {}
models["bare valence H"] = energy_differences(
    *[sum(lifted[n][:3])[0] for n in (3, 4)])
models["2nd order, no 3-body"] = energy_differences(
    *[sum(lifted[n][:3]).sum(axis=0) for n in (3, 4)])
models["2nd order, with 3-body"] = energy_differences(
    *[sum(lifted[n]).sum(axis=0) for n in (3, 4)])
reference_energy = {
    name: float(fci.direct_spin1.kernel(h1, eri, norb, nelec, tol=1e-9)[0])
    for name, nelec in (("3P", (4, 2)), ("5S", (5, 1)), ("ion", (3, 2)))}
models["full CI, same basis"] = (
    reference_energy["5S"] - reference_energy["3P"],
    reference_energy["ion"] - reference_energy["3P"])


def norm(matrix):
    return np.linalg.norm(matrix, 2) * EV


print("Carbon, cc-pVDZ; spatial orbitals:", norb)
print(f"1s orbital energy: {mf.mo_energy[0]*EV:.3f} eV")
print(f"2s orbital energy: {mf.mo_energy[1]*EV:.3f} eV")
print(f"2p orbital energy: {mf.mo_energy[2]*EV:.3f} eV")
print(f"common valence energy: {eps_valence*EV:.3f} eV")
print(f"lowest virtual energy: {eps[5:].min()*EV:.3f} eV")
print(f"smallest one-virtual gap: {-virtual_gap.max()*EV:.3f} eV")
print(f"one-core-hole gap: {-core_gap.max()*EV:.3f} eV")
print("Spectral norms of interaction matrices:")
two_second = operators[2][1:].sum(axis=0)
print(f" bare two-body: {norm(operators[2][0]):.4f} eV")
print(f" screened two-body, total: {norm(operators[2].sum(axis=0)):.4f} eV")
print(f" two-body correction: {norm(two_second):.4f} eV")
for number, (h, p) in enumerate(CLASSES[1:6], start=1):
    print(f"  from {h} hole(s), {p} virtual(s): "
          f"{norm(operators[2][number]):.4f} eV")
print(f" three-body, one virtual: {norm(three_virtual):.4f} eV")
print(f" three-body, one core hole: {norm(three_core):.4f} eV")
print(f" three-body, total: {norm(three_total):.4f} eV")
print(f" ratio three-body/two-body correction: "
      f"{norm(three_total)/norm(two_second):.4f}")
print(f" ratio three-body/screened two-body: "
      f"{norm(three_total)/norm(operators[2].sum(axis=0)):.4f}")
sample = (0, 1, 4)
print("Triple 2s(up) 2s(down) 2p(up), one-virtual part:")
print(f" spectator interference: {mechanism[sample][0]*EV:.4f} eV")
print(f" Pauli blocking: {mechanism[sample][1]*EV:.4f} eV")
print(f" sum: {sum(mechanism[sample])*EV:.4f} eV")
for name, det in (("3P 2s2 2p2", (0, 1, 2, 4)), ("5S 2s 2p3", (0, 1, 2, 3))):
    place = determinants(4).index(det)
    print(f"{name} determinant, second-order energy by rank:")
    for rank in range(4):
        values = lifted[4][rank][:, place, place]
        print(f" rank {rank}: all {values[1:].sum()*EV:.4f}, "
              f"one-virtual {values[1]*EV:.4f} eV")
    print(f" bare two-body energy: {lifted[4][2][0, place, place]*EV:.4f} eV")
print("Energy differences: 3P to 5S; ionization from 3P")
for name, (excitation, ionization) in models.items():
    print(f" {name}: {excitation*EV:.4f}; {ionization*EV:.4f} eV")
print(f"rank-rule largest error: {rank_error*EV:.1e} eV")
for n in (3, 4):
    print(f"{n}-electron largest error: {errors[n]*EV:.1e} eV")
    print(f" same without three-body: {omission[n]*EV:.4f} eV")
print("checks complete")
```

It prints:

```
Carbon, cc-pVDZ; spatial orbitals: 14
1s orbital energy: -311.611 eV
2s orbital energy: -20.569 eV
2p orbital energy: -2.790 eV
common valence energy: -7.235 eV
lowest virtual energy: 18.382 eV
smallest one-virtual gap: 25.616 eV
one-core-hole gap: 304.376 eV
Spectral norms of interaction matrices:
 bare two-body: 20.7384 eV
 screened two-body, total: 26.4179 eV
 two-body correction: 6.2859 eV
  from 0 hole(s), 1 virtual(s): 7.2153 eV
  from 1 hole(s), 0 virtual(s): 0.0060 eV
  from 0 hole(s), 2 virtual(s): 0.9568 eV
  from 1 hole(s), 1 virtual(s): 0.0128 eV
  from 2 hole(s), 0 virtual(s): 0.0043 eV
 three-body, one virtual: 2.9713 eV
 three-body, one core hole: 0.0035 eV
 three-body, total: 2.9727 eV
 ratio three-body/two-body correction: 0.4729
 ratio three-body/screened two-body: 0.1125
Triple 2s(up) 2s(down) 2p(up), one-virtual part:
 spectator interference: -2.3341 eV
 Pauli blocking: 0.1104 eV
 sum: -2.2236 eV
3P 2s2 2p2 determinant, second-order energy by rank:
 rank 0: all -0.0328, one-virtual 0.0000 eV
 rank 1: all -18.1349, one-virtual -18.1291 eV
 rank 2: all 24.5333, one-virtual 25.3636 eV
 rank 3: all -8.7598, one-virtual -8.7676 eV
 bare two-body energy: 79.3231 eV
5S 2s 2p3 determinant, second-order energy by rank:
 rank 0: all -0.0328, one-virtual 0.0000 eV
 rank 1: all -21.6307, one-virtual -21.6198 eV
 rank 2: all 27.1776, one-virtual 27.8337 eV
 rank 3: all -7.6764, one-virtual -7.6864 eV
 bare two-body energy: 70.0883 eV
Energy differences: 3P to 5S; ionization from 3P
 bare valence H: 3.7259; 11.6122 eV
 2nd order, no 3-body: 3.0652; 4.2678 eV
 2nd order, with 3-body: 3.9669; 10.8079 eV
 full CI, same basis: 3.9286; 10.9851 eV
rank-rule largest error: 5.9e-18 eV
3-electron largest error: 3.9e-13 eV
 same without three-body: 2.5743 eV
4-electron largest error: 5.8e-13 eV
 same without three-body: 9.7776 eV
checks complete
```
